# Products of bipolar harmonics and the 9j symbol

Couple $Y_1(\mathbf n_1)$ and $Y_2(\mathbf n_2)$ to total rank 2, projection 1. Couple $Y_2(\mathbf n_1)$ and $Y_1(\mathbf n_2)$ to total rank 1, projection 0. Multiply the two functions and integrate the squared modulus of the product over both spheres. Numerical quadrature, Gauss–Legendre in the cosines of the polar angles and equally spaced in the azimuths, gives 0.004394.

The product can be expanded in orthonormal functions of the same kind, with a rank $p_1$ for the first direction and $p_2$ for the second. Ranks 1 and 2 can combine to 1, 2 or 3. Yet the nine terms in which $p_1$ and $p_2$ are 1 or 3 have squared coefficients that already add up to 0.004394. Rank 2 is allowed by the triangle rule and carries nothing. The expansion formula explains this and supplies the nine coefficients.

## Definition and statement

All ranks are non-negative integers. The spherical harmonics have Condon–Shortley phases, and the Clebsch–Gordan coefficients are real. The bipolar harmonic of two directions is

$$B^{l_1l_2}_{LM}(\mathbf n_1,\mathbf n_2)=\sum_{m_1m_2}\langle l_1m_1\,l_2m_2|LM\rangle\,Y_{l_1m_1}(\mathbf n_1)Y_{l_2m_2}(\mathbf n_2).$$

With $\Pi_{ab\ldots}=\sqrt{(2a+1)(2b+1)\cdots}$, the result is

$$B^{l_1l_2}_{LM}B^{k_1k_2}_{KQ}=\sum_J\langle LM\,KQ|JN\rangle\sum_{p_1p_2}G_J(p_1,p_2)\,B^{p_1p_2}_{JN},\qquad N=M+Q,$$

$$G_J(p_1,p_2)=\frac{\Pi_{l_1l_2k_1k_2LK}}{4\pi}\langle l_10\,k_10|p_10\rangle\langle l_20\,k_20|p_20\rangle\begin{Bmatrix}l_1&l_2&L\\k_1&k_2&K\\p_1&p_2&J\end{Bmatrix}.$$

Both factors depend on the same ordered pair of directions. The 9j symbol and the two zero-projection coefficients describe the product coupled to a definite rank $J$. The plain product of two components also needs the outer coefficient $\langle LM\,KQ|JN\rangle$ and the sum over $J$.

Two properties of the harmonics are used below. If $R$ is a rotation and $D^l_{m'm}(R)$ is its matrix between states of rank $l$, then

$$Y_{lm}(R^{-1}\mathbf n)=\sum_{m'}D^l_{m'm}(R)\,Y_{lm'}(\mathbf n).$$

At the pole $\mathbf z$,

$$Y_{lm}(\mathbf z)=\delta_{m0}\,\Pi_l/\sqrt{4\pi}.$$

Put $\mathbf n=R\mathbf z$ in the first equation, multiply by $D^{l*}_{\nu m}$ and sum over $m$. Since $D^l$ is unitary,

$$Y_{l\nu}(R\mathbf z)=\sum_mD^{l*}_{\nu m}(R)\,Y_{lm}(\mathbf z)=\frac{\Pi_l}{\sqrt{4\pi}}\,D^{l*}_{\nu0}(R).\tag{1}$$

## First derivation: recoupling

**The outer coupling.** Define the coupled product

$$F_{JN}=\sum_{MQ}\langle LM\,KQ|JN\rangle B^{l_1l_2}_{LM}B^{k_1k_2}_{KQ}.$$

The Clebsch–Gordan coefficients form an orthogonal matrix, so this inverts to

$$B^{l_1l_2}_{LM}B^{k_1k_2}_{KQ}=\sum_J\langle LM\,KQ|JN\rangle F_{JN}.\tag{2}$$

It remains to expand $F_{JN}$.

**The 9j symbol.** Consider four independent angular momenta $l_1,l_2,k_1,k_2$. Their product states can be coupled in two ways to total $J,N$:

$$|(l_1l_2)L,(k_1k_2)K;JN\rangle\quad\text{and}\quad|(l_1k_1)p_1,(l_2k_2)p_2;JN\rangle.$$

Each family is an orthonormal basis when its intermediate ranks and $J,N$ run over all allowed values. Overlaps between different $J$ or $N$ vanish, because these label eigenvalues of the Hermitian operators $\mathbf J^2$ and $J_z$.

The overlap at equal $J,N$ does not depend on $N$. To see this, call the two states $|A;N\rangle$ and $|B;N\rangle$, and let $J_-$ lower either one with the same positive factor $c_N$. Then

$$c_N^2\langle A;N-1|B;N-1\rangle=\langle A;N|J_+J_-|B;N\rangle=c_N^2\langle A;N|B;N\rangle.$$

The last equality holds because $J_+J_-|B;N\rangle=c_N^2|B;N\rangle$. The common overlap, called $W$, defines the 9j symbol:

$$W=\Pi_{LKp_1p_2}\begin{Bmatrix}l_1&l_2&L\\k_1&k_2&K\\p_1&p_2&J\end{Bmatrix}.\tag{3}$$

Written in components at fixed $N$, it is a sum over the four elementary projections, which fix the others:

$$\begin{aligned}W=\sum&\langle l_1m_1l_2m_2|LM\rangle\langle k_1q_1k_2q_2|KQ\rangle\langle LM\,KQ|JN\rangle\\&\times\langle l_1m_1k_1q_1|p_1\mu_1\rangle\langle l_2m_2k_2q_2|p_2\mu_2\rangle\langle p_1\mu_1p_2\mu_2|JN\rangle.\end{aligned}\tag{4}$$

Completeness of the second basis gives

$$|(l_1l_2)L,(k_1k_2)K;JN\rangle=\sum_{p_1p_2}W\,|(l_1k_1)p_1,(l_2k_2)p_2;JN\rangle.$$

**From states to functions.** Replace each product state by a product of harmonics:

$$|l_1m_1\rangle|l_2m_2\rangle|k_1q_1\rangle|k_2q_2\rangle\to Y_{l_1m_1}(\mathbf n_1)Y_{l_2m_2}(\mathbf n_2)Y_{k_1q_1}(\mathbf n_1)Y_{k_2q_2}(\mathbf n_2).$$

Extended linearly, this map preserves every linear equation. It may send different states to the same function, but that does not spoil an equality. The left side of the recoupling equation becomes $F_{JN}$. On the right, the harmonics can be regrouped by direction without a sign, since they are commuting functions. Hence

$$F_{JN}=\sum_{p_1p_2}W\sum_{\mu_1\mu_2}\langle p_1\mu_1p_2\mu_2|JN\rangle f^{(1)}_{p_1\mu_1}(\mathbf n_1)f^{(2)}_{p_2\mu_2}(\mathbf n_2),\tag{5}$$

where $f^{(i)}$ is built from $l=l_i$, $k=k_i$ as

$$f_{p\mu}(\mathbf n)=\sum_{mq}\langle lm\,kq|p\mu\rangle Y_{lm}(\mathbf n)Y_{kq}(\mathbf n).$$

**Two harmonics of one direction.** Coupling makes $f_{p\mu}$ rotate as a set of rank $p$:

$$f_{p\mu}(R^{-1}\mathbf n)=\sum_{\mu'}D^p_{\mu'\mu}(R)f_{p\mu'}(\mathbf n).$$

Take $\mathbf n=\mathbf z$ and let $R$ turn by $\alpha$ about $\mathbf z$. The matrix is then diagonal and $f_{p\mu}(\mathbf z)=e^{-i\mu\alpha}f_{p\mu}(\mathbf z)$ for every $\alpha$, so $f_{p\mu}(\mathbf z)=0$ unless $\mu=0$. The inversion that led to (1) now gives

$$f_{p\nu}(R\mathbf z)=D^{p*}_{\nu0}(R)f_{p0}(\mathbf z).$$

By (1), this is a constant times $Y_{p\nu}(R\mathbf z)$. The constant is the ratio of the values at the pole:

$$a^p_{lk}=\frac{f_{p0}(\mathbf z)}{Y_{p0}(\mathbf z)}=\frac{\Pi_{lk}\langle l0\,k0|p0\rangle/4\pi}{\Pi_p/\sqrt{4\pi}}=\frac{\Pi_{lk}}{\sqrt{4\pi}\,\Pi_p}\langle l0\,k0|p0\rangle.\tag{6}$$

The zero projections therefore appear because only $m=0$ harmonics survive on their own axis.

**Assembly.** Put $f_{p\mu}=a^p_{lk}Y_{p\mu}$ into (5) for each direction. The remaining sum over $\mu_1,\mu_2$ is $B^{p_1p_2}_{JN}$, with coefficient

$$G_J(p_1,p_2)=W\,a^{p_1}_{l_1k_1}a^{p_2}_{l_2k_2}.\tag{7}$$

The factor $\Pi_{p_1p_2}$ in $W$ cancels the two denominators in the constants $a$, and the two factors $1/\sqrt{4\pi}$ make $1/4\pi$. Equation (2) then gives the stated expansion.

A simple limit gives a partial check of the prefactor. Let $k_1=k_2=K=0$, so that the second factor is the constant $Y_{00}^2=1/4\pi$. Then $p_1=l_1$, $p_2=l_2$, $J=L$. The two coupled states coincide, so $W=1$, and each $a$ equals $1/\sqrt{4\pi}$. Thus $G=1/4\pi$, as required.

## Second derivation: projection integrals

This route finds each coefficient by integration. The bipolar harmonics are orthonormal over the two spheres. The integrals over $\mathbf n_1$ and $\mathbf n_2$ force equal ranks and projections of the separate harmonics, and the remaining sum is

$$\sum_{m_1m_2}\langle p_1m_1p_2m_2|JN\rangle\langle p_1m_1p_2m_2|J'N'\rangle=\delta_{JJ'}\delta_{NN'}.$$

They are also complete, because the coupling matrix can be inverted to recover every product $Y_{p_1\mu_1}(\mathbf n_1)Y_{p_2\mu_2}(\mathbf n_2)$. The required coefficient is therefore

$$C_N(M,Q)=\int d\Omega_1d\Omega_2\,B^{p_1p_2*}_{JN}B^{l_1l_2}_{LM}B^{k_1k_2}_{KQ}.$$

**Dependence on the projections.** Let $\boldsymbol{\mathcal J}$ be the generator of common rotations of both directions. It is Hermitian, because the measure is rotation invariant. It is also a first-order differential operator, so it acts on a product by the product rule, as total angular momentum acts on a product of states. The coupled function $F_{J'P}$ thus has eigenvalues $J'(J'+1)$ of $\boldsymbol{\mathcal J}^2$ and $P$ of $\mathcal J_z$ (in units with $\hbar=1$). Its inner product with $B^{p_1p_2}_{JN}$ vanishes unless $J'=J$ and $P=N$. The ladder argument above shows that the remaining value, $g$, is independent of $N$. Inserting (2) into the integral gives

$$C_N(M,Q)=\langle LM\,KQ|JN\rangle\,g.$$

Multiply by the same Clebsch–Gordan coefficient and sum over $M,Q$ at fixed $N$. Normalization of the coefficients yields

$$g=\sum_{MQ}\langle LM\,KQ|JN\rangle\,C_N(M,Q).\tag{8}$$

**One-sphere integrals.** Inserting the coupled basis into the matrix element of a rotation of two angular momenta gives

$$D^l_{m0}D^k_{q0}=\sum_p\langle lm\,kq|p\mu\rangle\langle l0\,k0|p0\rangle D^p_{\mu0},\qquad\mu=m+q.$$

Take the complex conjugate and use (1) for all three matrices. The left side supplies $\Pi_{lk}/4\pi$ after multiplication, and the right side supplies $\sqrt{4\pi}/\Pi_p$:

$$Y_{lm}(\mathbf n)Y_{kq}(\mathbf n)=\sum_p\frac{\Pi_{lk}}{\sqrt{4\pi}\,\Pi_p}\langle l0\,k0|p0\rangle\langle lm\,kq|p\mu\rangle Y_{p\mu}(\mathbf n).$$

Projection on one harmonic gives

$$\int d\Omega\,Y^*_{p\mu}Y_{lm}Y_{kq}=a^p_{lk}\langle lm\,kq|p\mu\rangle,$$

with the same $a^p_{lk}$ as in (6).

**The sum.** Write the three bipolar harmonics in $C_N$ by their definition. The integral splits into one integral per sphere:

$$\begin{aligned}C_N(M,Q)=a^{p_1}_{l_1k_1}a^{p_2}_{l_2k_2}\sum&\langle p_1\mu_1p_2\mu_2|JN\rangle\langle l_1m_1l_2m_2|LM\rangle\langle k_1q_1k_2q_2|KQ\rangle\\&\times\langle l_1m_1k_1q_1|p_1\mu_1\rangle\langle l_2m_2k_2q_2|p_2\mu_2\rangle.\end{aligned}$$

Equation (8) adds the sixth coefficient, $\langle LM\,KQ|JN\rangle$, and the sum over $M,Q$. The result is exactly the sum (4), so $g=W\,a^{p_1}_{l_1k_1}a^{p_2}_{l_2k_2}$. This is (7), and the expansion follows again.

## Selection rules

Under $\mathbf n\to-\mathbf n$, $Y_{lm}$ acquires $(-1)^l$. The function $f_{p\mu}$ therefore acquires $(-1)^{l+k}$, while the multiple of $Y_{p\mu}$ to which it is equal acquires $(-1)^p$. If $l+k+p$ is odd, the multiple must vanish, and with it $\langle l0\,k0|p0\rangle$. In the opening example $l+k=3$ for each direction, which removes $p=2$. Inversion places no such restriction on $J$ in $G_J$: it fixes the parity of each single-direction rank, not of the total rank. Other symmetries can still remove a total rank. For $M=Q=0$ the outer coefficient is $\langle L0\,K0|J0\rangle$, which vanishes when $L+K+J$ is odd, so with the ranks of the opening example and $M=Q=0$ the rank $J=2$ is absent. If $l_1=l_2$ and $k_1=k_2$, exchanging the two directions multiplies the product by $(-1)^{L+K}$ and $B^{pp}_{JN}$ by $(-1)^J$, so terms with $p_1=p_2$ and odd $L+K+J$ vanish.

Exchanging the two factors gives a second rule. From

$$\langle lm\,kq|p\mu\rangle=(-1)^{l+k-p}\langle kq\,lm|p\mu\rangle,$$

exchange multiplies $W$ by

$$(-1)^{L+K-J}(-1)^{l_1+k_1-p_1}(-1)^{l_2+k_2-p_2}.$$

The last two signs are $+1$ wherever the zero-projection coefficients are nonzero, so $G_J$ changes by $(-1)^{L+K-J}$. The outer coefficient changes by the same sign, and the product is unchanged, as it must be.

If both factors have the same three ranks, then $G_J=(-1)^JG_J$ and odd $J$ drops out. For ranks $(l_1,l_2,L)=(1,2,1)$ in both factors, the largest $|G_J|$ over $p_1,p_2$ is 0.1378 at $J=0$, zero at $J=1$, and 0.0839 at $J=2$.

## The nine coefficients

In the opening example $(l_1,l_2,L,M)=(1,2,2,1)$ and $(k_1,k_2,K,Q)=(2,1,1,0)$. For either direction the zero-projection coefficient is $-0.632456$ for $p=1$ and $0.774597$ for $p=3$. The outer coefficients for $J=1,2,3$ are $-0.547723$, $0.408248$ and $0.730297$.

For $J=p_1=p_2=3$ the 9j symbol is 0.018070, so

$$G_3(3,3)=\frac{\sqrt{3\cdot5\cdot5\cdot3\cdot5\cdot3}}{4\pi}(0.774597)^2(0.018070)=0.05012.$$

Multiplication by 0.730297 gives the total coefficient $c=0.03660$. The last column below is $10^3\,c\,B^{p_1p_2}_{J1}$ at polar angle and azimuth $(40^\circ,20^\circ)$ for $\mathbf n_1$ and $(110^\circ,75^\circ)$ for $\mathbf n_2$.

| $J;p_1,p_2$ | 9j | $c$ | $10^3\times$ term |
|---|---:|---:|---:|
| 1;1,1 | −0.01491 | 0.01510 | 0.708 + 1.389i |
| 1;3,3 | 0.01594 | −0.02421 | 1.024 + 2.009i |
| 2;1,1 | 0.02667 | 0.02013 | 0.049 − 1.490i |
| 2;1,3 | 0.01556 | −0.01438 | 0.021 + 1.053i |
| 2;3,1 | −0.00667 | 0.00616 | 0.130 − 0.330i |
| 2;3,3 | −0.02138 | −0.02421 | −0.563 − 0.243i |
| 3;1,3 | −0.01062 | 0.01757 | −1.361 + 0.073i |
| 3;3,1 | 0.01594 | −0.02636 | −1.914 + 0.960i |
| 3;3,3 | 0.01807 | 0.03660 | −0.628 − 0.330i |

The terms add to $-0.002534+0.003091i$. Directly, the two factors are $0.048500-0.059154i$ and $-0.052249$, with the same product.

The squared coefficients add to 0.000814 for $J=1$, 0.001236 for $J=2$ and 0.002343 for $J=3$, each rounded separately. About 53% of the integrated squared modulus thus has total rank 3. These weights describe the whole pair of spheres, not one point. The largest coefficient, at $3;3,3$, gives only a modest term here because its bipolar harmonic is small at these directions, $-0.0171-0.0090i$.

## A scalar case by hand

Take $l_1=l_2=k_1=k_2=1$ and $L=K=0$. Let $\omega$ be the angle between the directions. From $\langle p\mu\,p{-}\mu|00\rangle=(-1)^{p-\mu}/\Pi_p$ and $Y_{p,-\mu}=(-1)^\mu Y^*_{p\mu}$,

$$B^{pp}_{00}=\frac{(-1)^p}{\Pi_p}\sum_\mu Y_{p\mu}(\mathbf n_1)Y^*_{p\mu}(\mathbf n_2)=(-1)^p\frac{\Pi_p}{4\pi}P_p(\cos\omega).$$

The sum is rotation invariant, so it was evaluated with $\mathbf n_2=\mathbf z$, where only $\mu=0$ remains. For $p=1$ this is $B^{11}_{00}=-\sqrt3\cos\omega/4\pi$.

In (4), the scalar couplings contribute $(-1)^{m+q}/3$ and $(-1)^{p-\mu}/\Pi_p$, with $\mu=m+q$. Reversing all projections in the second pair coefficient gives $(-1)^{2-p}$. The signs cancel, leaving

$$W=\frac1{3\Pi_p}\sum_{mq\mu}\langle1m\,1q|p\mu\rangle^2=\frac{2p+1}{3\Pi_p}=\frac{\Pi_p}3.$$

Equation (7) becomes $G_0(p,p)=3\langle10\,10|p0\rangle^2/(4\pi\Pi_p)$. The squared coefficient is $1/3$ for $p=0$. It vanishes for $p=1$ by parity, so normalization leaves $2/3$ for $p=2$. Hence $G_0(0,0)=1/4\pi=0.0796$ and $G_0(2,2)=2/(4\pi\sqrt5)=0.0712$. The expansion reads

$$\frac{3\cos^2\omega}{16\pi^2}=\frac{1+2P_2(\cos\omega)}{16\pi^2},$$

which is the identity $P_2(x)=(3x^2-1)/2$.

## What each derivation assumes

The recoupling derivation needs no integral and no orthogonality of functions on the spheres. Up to (5) it uses only linearity and commuting components. It would hold equally for four different directions, but the contraction (6) requires two harmonics to share one direction. If the components were non-commuting operators, regrouping them could leave commutator terms, and (5) would no longer follow.

The projection derivation needs more structure: a rotation-invariant measure, orthonormality and completeness. In return it shows that the coefficients are unique and gives an integral for each of them. Orthonormality also explains why their squares add up to the integrated squared modulus.

Both derivations use the rotation law of the harmonics and their values at the pole. Both also require matching arguments. If the second factor is given with its directions reversed, it must first be rewritten as

$$B^{k_1k_2}_{KQ}(\mathbf n_2,\mathbf n_1)=(-1)^{k_1+k_2-K}B^{k_2k_1}_{KQ}(\mathbf n_1,\mathbf n_2),$$

which follows from the exchange rule for Clebsch–Gordan coefficients.

All numerical values are calculated from the stated model.
